# Resistance of a 20 nm Square Contact at Uniform Current

## The problem

A metal plug touches heavily doped n-type silicon over a flat square, 20 nm on each side. The specific contact resistivity of the interface is $\rho_c=1\times10^{-9}$ ohm cm², the same at every point. Assume that the current crosses the interface with uniform density.

(a) Find the resistance $R_0$ of the interface, and its value normalized to contact width.

(b) A current of 20 µA flows. Find the current density, the voltage drop across the interface and the Joule heat due to this drop.

(c) How does the resistance change if both sides are 1 nm shorter, or 1 nm longer, with $\rho_c$ held fixed?

(d) Show that, for a given total current and a uniform $\rho_c$, no other distribution of current releases less heat in the interface.

The resistance asked for is that of one interface. The silicon, the plug and the second contact of the transistor are separate resistances.

## Hints

**For (a).** Specific contact resistivity is measured in ohm cm², whereas bulk resistivity is measured in ohm cm. Which geometrical quantity must divide $\rho_c$ to leave ohms? Think of the interface as many small patches connected in parallel. Convert lengths to centimetres before multiplying them.

**For (b).** Ohm's law for the whole interface is enough. To judge whether a linear law is reasonable, compare the voltage drop with the thermal voltage $k_BT/e$.

**For (c).** Both sides change, so the area changes by nearly twice the relative change of one side.

**For (d).** Write the heat as an integral of $J^2$ and split $J$ into its average and a deviation from the average.

## Full solution

### (a) From contact resistivity to resistance

Let $V$ be the voltage drop across the interface at some point and $J$ the current per unit area there. The specific contact resistivity is defined by the slope at zero voltage,

$$\rho_c=\left.\frac{dV}{dJ}\right|_{V=0}.$$

For small voltages, therefore, $V=\rho_cJ$. A small patch of area $dA$ carries the current $J\,dA=V\,dA/\rho_c$, so its conductance is $dA/\rho_c$. If all patches have the same voltage drop they are in parallel, and their conductances add:

$$\frac{1}{R_0}=\int\frac{dA}{\rho_c}=\frac{A}{\rho_c},\qquad R_0=\frac{\rho_c}{A}.$$

Taking $\rho_c$ out of the integral used its uniformity. The equal voltage drop is the same assumption as uniform current, because $J=V/\rho_c$ at each point.

The contact length $L$ and width $W$ are both 20 nm. Since 1 nm is $10^{-7}$ cm, 1 nm² is $10^{-14}$ cm², and

$$A=LW=400\ \text{nm}^2=4\times10^{-12}\ \text{cm}^2.$$

The resistance is

$$R_0=\frac{1\times10^{-9}\ \text{ohm cm}^2}{4\times10^{-12}\ \text{cm}^2}=250\ \text{ohm}.$$

The corresponding conductance is 4.00 mS. Multiplying the resistance by the width gives

$$R_0W=\frac{\rho_c}{L}=250\ \text{ohm}\times0.020\ \text{µm}=5.0\ \text{ohm µm}.$$

The width has cancelled in $\rho_c/L$. At fixed contact length this quantity therefore describes contacts of any width, as long as the current remains uniform. If both sides are halved at fixed $\rho_c$, the area falls by a factor of four and $R_0$ rises by a factor of four. This is why shrinking a contact demands a lower $\rho_c$ if its resistance is to stay the same.

### (b) Current density, voltage and heat

For $I=20$ µA,

$$J=\frac IA=\frac{20\times10^{-6}\ \text{A}}{4\times10^{-12}\ \text{cm}^2}=5\times10^6\ \text{A/cm}^2.$$

The voltage drop and the heat are

$$V=IR_0=(20\times10^{-6}\ \text{A})(250\ \text{ohm})=5.0\ \text{mV},$$

$$P=I^2R_0=(20\times10^{-6}\ \text{A})^2(250\ \text{ohm})=0.10\ \text{µW}.$$

Here and below, heat means Joule heat, the product of current and voltage drop. A junction between two materials also releases or absorbs Peltier heat, depending on the direction of the current. If their thermopowers differ by 50 µV/K, for example, this heat at 300 K is (50 µV/K)(300 K)(20 µA) = 0.30 µW, more than the Joule heat. It changes sign with the current and is not part of $I^2R_0$.

At 300 K the thermal voltage is 25.85 mV, so $V$ is 0.19 of it. To see what this ratio could mean, suppose that the contact followed a law $J\propto e^{u}-1$ with $u=eV/k_BT$. Expanding,

$$e^u-1=u\left(1+\frac u2+\cdots\right),$$

so the current would differ from the linear law by about $u/2$, or 10 percent. This is a scale for judging linearity, not a prediction. Tunnelling matters in a heavily doped contact, and its current–voltage law depends on the barrier, which has not been specified here.

### (c) Sensitivity to the dimensions

With both sides 1 nm shorter, the area is $19\times19=361$ nm², and

$$R=250\ \text{ohm}\times\frac{400}{361}=277\ \text{ohm}.$$

With both sides 1 nm longer, the area is $21\times21=441$ nm², and

$$R=250\ \text{ohm}\times\frac{400}{441}=227\ \text{ohm}.$$

These are changes of +11 and −9 percent relative to $R_0$. For small changes, differentiating $R=\rho_c/(LW)$ gives

$$\frac{\delta R}{R}=-\frac{\delta L}{L}-\frac{\delta W}{W}.$$

One nanometre in 20 nm is 5 percent, and two sides give 10 percent. The increase is the larger of the two finite changes because $R$ varies as the inverse square of the side length, a curve that steepens as the side shrinks. The nominal 250 ohm is thus less precise than the dimensions of the contact: a small relative error shared by both sides is doubled in the resistance.

### (d) Uniform current gives the least interface heat

Write $J=\bar J+\delta J$, where $\bar J=I/A$ is the average. The total current is fixed, so $\int\delta J\,dA=0$. The heat released in the interface is

$$P=\int VJ\,dA=\rho_c\int J^2\,dA
=\rho_c\left[\bar J^2A+2\bar J\int\delta J\,dA+\int(\delta J)^2dA\right].$$

The middle term vanishes, and $\bar J^2A=I^2/A$. Hence

$$\frac{P}{I^2}=\frac{\rho_c}{A}+\frac{\rho_c}{I^2}\int(\delta J)^2dA\ \ge\ R_0.$$

Equality requires $\delta J=0$ over the contact, apart from regions of zero area. The excess is quadratic in the deviation, so a mild non-uniformity costs little heat in the interface itself. The silicon that distributes the current adds a separate cost, which the first variation calculates.

### Comparison with a real contact

A value of $10^{-9}$ ohm cm² is roughly at the demanding, low end for metal contacts to silicon. A contact with $10^{-8}$ ohm cm² and the same area would have ten times the resistance. The 20 nm dimensions belong to the regime of strongly scaled transistors. For the silicon, the variations below assume round values for illustration: an electron density of $3\times10^{20}$ cm⁻³, a resistivity of 0.30 milliohm cm and a depth of 20 nm. This resistivity is optimistic for the density. It implies a mobility of about 69 cm²/Vs, whereas common empirical mobility fits give roughly 0.43 milliohm cm for phosphorus and 0.53 milliohm cm for arsenic doping. Those values would raise the finite-depth result of Variation 1 from 335 ohm to about 370 and 396 ohm. In a transistor, current reaches the contact from the channel side. It is then not exactly uniform, and it must also flow through the silicon under the contact. For these parameters the interface and that silicon together have a resistance 19 to 34 percent above $R_0$, depending on how the depth is treated. Most of the increase is the resistance of the silicon, not an effect of non-uniform current on the interface. The plug adds its own resistance. With a rough resistivity of 20 microohm cm, a height of 40 nm and the same cross-section, it contributes

$$R_{\rm plug}=\frac{(20\times10^{-6}\ \text{ohm cm})(40\times10^{-7}\ \text{cm})}{4\times10^{-12}\ \text{cm}^2}=20\ \text{ohm}.$$

## Variation 1: current enters from one side

**Question.** The silicon under the contact has resistivity $\rho_s=0.30$ milliohm cm and depth $t=20$ nm. Current enters through its left face and leaves through the contact above. The other faces are insulating. What is the resistance from the left face to the metal?

**Thin-layer solution.** First neglect voltage differences over the depth. The layer then has sheet resistance

$$R_{\rm sh}=\frac{\rho_s}{t}=\frac{0.30\times10^{-3}\ \text{ohm cm}}{20\times10^{-7}\ \text{cm}}=150\ \text{ohm per square}.$$

Let $x$ run from the fed edge, $x=0$, to the far edge, $x=L$. Let $V(x)$ be the voltage of the silicon relative to the metal, and $I_x(x)$ the current flowing in the $+x$ direction. Ohm's law in the layer and the loss of current into the contact give

$$I_x=-\frac{W}{R_{\rm sh}}\frac{dV}{dx},\qquad \frac{dI_x}{dx}=-\frac{WV}{\rho_c}.$$

Differentiating the first equation and inserting the second,

$$\frac{d^2V}{dx^2}=\frac{R_{\rm sh}}{\rho_c}V=\frac{V}{L_T^2},\qquad L_T=\sqrt{\frac{\rho_c}{R_{\rm sh}}}.$$

No current leaves through the far edge, so $V'(L)=0$. The solution with $V(0)=V_0$ is

$$V(x)=V_0\frac{\cosh[(L-x)/L_T]}{\cosh(L/L_T)}.$$

Its slope at the fed edge is $V'(0)=-(V_0/L_T)\tanh(L/L_T)$. The entering current is therefore

$$I=\frac{WV_0}{R_{\rm sh}L_T}\tanh\frac{L}{L_T}.$$

Dividing $V_0$ by $I$ and using $R_{\rm sh}=\rho_c/L_T^2$,

$$R_{\rm side}=\frac{\rho_c}{L_TW}\coth\frac{L}{L_T}=R_0\,u\coth u,\qquad u=\frac{L}{L_T}.$$

Here $L_T=25.8$ nm and $u=0.775$, which gives $R_{\rm side}=298$ ohm, 19 percent above $R_0$. Because $J=V/\rho_c$, the current density at the fed edge exceeds that at the far edge by the factor $\cosh u=1.32$.

**Two limits.** For a short contact, expand numerator and denominator of $u\coth u=u\cosh u/\sinh u$:

$$u\coth u\simeq\frac{1+u^2/2}{1+u^2/6}\simeq1+\frac{u^2}{3}.$$

Since $R_0u^2=R_{\rm sh}L/W$,

$$R_{\rm side}\simeq R_0+\frac{R_{\rm sh}L}{3W}=250+50=300\ \text{ohm}.$$

Within the thin-layer model, the uniform-current result is recovered when the second term is small compared with the first, that is, when $L^2\ll3L_T^2$. In a deeper layer, vertical voltage differences add resistance that this condition does not include. For a long contact, $\coth u\to1$ and $R_{\rm side}\to\rho_c/(L_TW)$. Extra length then no longer lowers the resistance, because little current reaches the far end.

**Finite depth.** The depth here equals the contact length, so neglecting vertical voltage differences is not justified. Bounds follow from a minimum principle. Keep the left face at one voltage and the total current at $I$. Compare the true flow $\mathbf j$ with another flow $\mathbf j+\boldsymbol\delta$ that conserves charge, respects the insulating faces and carries the same total current. The part of the total heat linear in $\boldsymbol\delta$ is

$$2\int\rho_s\,\mathbf j\cdot\boldsymbol\delta\,d^3r+2\int_{\rm contact}\rho_cJ\,\delta_n\,dA,$$

where $\delta_n$ is the component leaving the silicon. In the first integral, $\rho_s\mathbf j=-\nabla V$. Since $\nabla\cdot\boldsymbol\delta=0$, that integral becomes $-2\oint V\delta_n\,dA$ over the surface. The left face contributes nothing, since $V$ is constant there and the net added current is zero. The contact, where $V=\rho_cJ$, contributes $-2\int\rho_cJ\delta_n\,dA$, which cancels the second integral. The remaining change in heat is quadratic and not negative. The true flow therefore has the least total heat.

This gives a lower bound. Removing the vertical resistivity cannot increase the heat of any given flow, so it cannot increase the minimum. Hence $R\ge R_{\rm side}$.

For an upper bound, measure $z$ upward from the bottom and use the trial flow

$$j_x=\frac{I}{Wt}\left(1-\frac xL\right),\qquad j_z=\frac{I}{WL}\frac zt.$$

Its divergence is $-I/(WtL)+I/(WLt)=0$, and it meets the contact uniformly. The average of $(1-x/L)^2$ over the length is $1/3$, as is the average of $(z/t)^2$ over the depth. Integrating $\rho_s(j_x^2+j_z^2)$ over the volume $LWt$, adding the interface heat and dividing by $I^2$ gives

$$R\le\frac{\rho_c}{LW}+\frac{\rho_sL}{3tW}+\frac{\rho_st}{3LW}=250+50+50=350\ \text{ohm}.$$

A numerical solution of current conservation on an 80 by 80 grid gives 335 ohm, between the two bounds and 34 percent above $R_0$. A 40 by 40 grid changes this by 0.1 ohm. Of the total, 253 ohm represents heat in the interface and 81 ohm heat in the silicon. The interface part is only about 1 percent above $R_0$, in line with the quadratic excess found in (d). Most of the increase is thus the resistance of the silicon under the contact. When a transistor's resistances are added up, that silicon must not be counted a second time.

## Variation 2: is the contact resistivity physically possible?

**Question.** Even an interface that reflects no electrons has a finite two-terminal resistance, because a finite number of quantum modes carries the current. How does this floor compare with $10^{-9}$ ohm cm²?

**Solution.** Take unstrained silicon with six parabolic conduction valleys, current along a cube axis, and electrons filling all states up to the Fermi energy. The effective masses are $m_t=0.19$ and $m_l=0.92$ electron masses. Each valley's Fermi surface is an ellipsoid with semi-axes $k_t,k_t,k_l$. The energy $\hbar^2k^2/2m$ is the same at the end of every axis, so $k_l/k_t=\sqrt{m_l/m_t}$. Counting six valleys and two spins,

$$n=12\,\frac{(4\pi/3)k_t^2k_l}{(2\pi)^3}=\frac{2k_t^2k_l}{\pi^2}.$$

For $n=3\times10^{20}$ cm⁻³ this gives $k_t=0.876$ nm⁻¹ and $k_l=1.928$ nm⁻¹. The Fermi energy is 0.154 eV above the band edge, about six times the thermal energy at 300 K, so the filled-state approximation is reasonable.

A mode is one allowed transverse wavevector. The number per area is the area of the ellipsoid's shadow on the contact plane, divided by $(2\pi)^2$. Two valleys have their long axis along the current and cast circles of area $\pi k_t^2$. The other four cast ellipses of area $\pi k_tk_l$. Thus

$$m=\frac{2k_t^2+4k_tk_l}{4\pi}=0.660\ \text{nm}^{-2}.$$

In one mode, a small voltage $V$ opens an energy window $eV$. With two spins and velocity $v=dE/(\hbar\,dk)$, the current is

$$I_1=2e\int v\,\frac{dk}{2\pi}=\frac{2e}{h}\int dE=\frac{2e^2}{h}V.$$

The conductance per mode is therefore $2e^2/h=77.48$ µS, and the floor is

$$\rho_{\min}=\frac{1}{(2e^2/h)\,m}=2.0\times10^{-10}\ \text{ohm cm}^2.$$

For 400 nm² this is 49 ohm, carried by about 264 modes. The given $\rho_c$ is about five times the floor, so it is allowed in this model. If $\rho_c$ denotes the full two-terminal value, the transmission probability near the Fermi energy, averaged over the modes, is about $\rho_{\min}/\rho_c=0.20$.

**Limits of the estimate.** If hard walls confined the electrons to the contact area at the same Fermi energy, the count would fall from 264 to 222 modes, or by 16 percent. The continuum count is therefore serviceable here but not precise. The separate ellipsoids are an approximation too. In silicon the zone boundary lies about 1.7 nm⁻¹ from each valley minimum along the long axis, which is less than $k_l$. The parabolic ellipsoids therefore reach past the zone boundary, and the model gives only an estimate of the floor. With empirical-pseudopotential bands the Fermi energy at low temperature is about 0.14 eV, only just above the band energy at the zone boundary (0.13 eV). The mode density is then 0.62 nm⁻² at low temperature and 0.60 nm⁻² at 300 K, and the floor is about $2.1\times10^{-10}$ ohm cm², 6 to 10 percent above the parabolic value. The floor also helps to judge the use of Ohm's law in Variation 1. A bulk resistivity describes resistance caused by repeated scattering, so it is reliable only for a region long enough that this resistance is much larger than the floor set by the number of modes. For a silicon length $\ell$, the product of resistance and area is $\rho_s\ell$, which equals the floor at $\ell=\rho_{\min}/\rho_s=6.5$ nm. The silicon region is only about three times as long. Its 81 ohm should accordingly be read as an estimate, whereas $R_0=\rho_c/A$ follows from the definition of $\rho_c$ and the assumed uniform current.

## Table of computed values

```
Specific contact resistivity: 1.0e-09 ohm cm2
Contact length and width: 20, 20 nm
Contact area: 400 nm2 = 4.00e-12 cm2
Uniform-current resistance R0: 250.0 ohm
Solver, highly conducting semiconductor: 250.00 ohm
Conductance 1/R0: 4.00 mS
Width-normalized R0 W: 5.00 ohm um
Chosen current: 20 uA
Current density: 5.00e+06 A/cm2
Interface voltage drop: 5.00 mV
Interface heat: 0.100 uW
Temperature: 300 K
Thermal voltage: 25.85 mV
Voltage drop / thermal voltage: 0.193
Semiconductor resistivity: 0.30 milliohm cm
Semiconductor depth: 20 nm
Sheet resistance: 150.0 ohm per square
Transfer length L_T: 25.82 nm
L/L_T: 0.7746
Side-fed resistance, coth law: 298.1 ohm
Side-fed resistance, thin-layer solver: 298.1 ohm
Short-contact approximation: 300.0 ohm
Coth law excess over R0: 19.2 percent
Front/back current density, cosh law: 1.315
Finite-depth solver, total: 334.6 ohm
Finite-depth solver, coarser grid: 334.7 ohm
Finite-depth excess over R0: 33.8 percent
Finite-depth upper bound: 350.0 ohm
Finite-depth interface part: 253.4 ohm
Finite-depth semiconductor part: 81.3 ohm
Finite-depth front/back ratio: 1.49
R0 with both sides 1 nm shorter: 277.0 ohm
R0 with both sides 1 nm longer: 226.8 ohm
Plug resistivity: 20 microohm cm
Plug height: 40 nm
Plug resistance: 20.0 ohm
Electron density: 3.0e+20 cm^-3
Effective masses m_t, m_l: 0.19, 0.92 electron masses
Wavevectors k_t, k_l: 0.876, 1.928 nm^-1
Fermi energy above band edge: 0.154 eV
Fermi energy / thermal energy: 5.96
Conductance per mode 2e^2/h: 77.48 uS
Modes per area: 0.660 nm^-2
Modes in contact area, continuum: 264.0
Modes in contact area, hard walls: 222
Ballistic floor: 1.956e-10 ohm cm2
Ballistic floor for this area: 48.9 ohm
Mean transmission floor/rho_c: 0.196
Length with floor resistance: 6.52 nm
```
